# Solubility of a donor-like metal interstitial in p-type silicon: a program that tests the result

```python
"""
Result under test: a donor-like interstitial metal, held at fixed chemical
potential, has total solubility C = c0*Z(x), so that
    C(p-type)/C(intrinsic) = Z(x)/Z(1),   Z(x) = sum_q a_q x**q.
x  : hole concentration p divided by intrinsic concentration ni
c0 : concentration of the neutral metal, independent of doping
a_q: concentration ratio (charge q)/(neutral) in intrinsic material
For one donor level ED: a = (g_plus/g_neutral)*exp((ED-Ei)/kT).
Energies are measured from the valence-band edge; densities are in cm^-3.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammaln, logsumexp, expit


def hole_ratio(acceptors, ni, ionized_scale=0.0):
    """Positive root of (ni+s)x^2 - NA*x - ni = 0, with s = a*c0."""
    lead = ni + ionized_scale
    return (acceptors + np.sqrt(acceptors**2 + 4 * ni * lead)) / (2 * lead)


# ---------------------------------------------------------------------
# Closed-crystal counting. Energies here are in units of kT.
# The total electron number is conserved; no Fermi level is used.
# ---------------------------------------------------------------------
orbitals_c, orbitals_v, gap_kt = 2.0e7, 1.0e7, 17.0
max_electrons = 8000
counts = np.arange(20001)


def log_binomial(total, chosen):
    return (gammaln(total + 1) - gammaln(chosen + 1)
            - gammaln(total - chosen + 1))


log_cond = log_binomial(orbitals_c, counts) - gap_kt * counts
log_val = log_binomial(orbitals_v, counts)


def log_host(net_holes):
    """Log of the number-weighted sum over states with p - n = net_holes."""
    first = max(0, -net_holes)
    return logsumexp(log_cond[first:max_electrons + 1]
                     + log_val[first + net_holes:
                               max_electrons + 1 + net_holes])


ni_count = np.sqrt(orbitals_c * orbitals_v) * np.exp(-gap_kt / 2)
ei_kt = gap_kt / 2 + 0.5 * np.log(orbitals_v / orbitals_c)

# One inserted double donor: neutral, singly and doubly ionized.
level_one, level_two = 8.2, 7.0
degeneracy = np.array([1.0, 2.0, 1.0])
removed_energy = np.array([0.0, level_one, level_one + level_two])
charges = np.arange(3)


def insertion_weights(acceptors):
    base = log_host(acceptors)
    return np.array([degeneracy[q] * np.exp(
        removed_energy[q] + log_host(acceptors - q) - base)
        for q in range(3)])


a_double = degeneracy / degeneracy[0] * np.exp(
    removed_energy - charges * ei_kt)
acceptor_count = 11000
x_count = hole_ratio(acceptor_count, ni_count)
weights_p = insertion_weights(acceptor_count)
weights_i = insertion_weights(0)
counted_ratio = weights_p.sum() / weights_i.sum()
formula_ratio = np.sum(a_double * x_count**charges) / a_double.sum()
# Finite size and orbital exclusion leave errors of a few parts per thousand.
assert abs(counted_ratio / formula_ratio - 1) < 0.005
assert 1 < counted_ratio < x_count**2

# Logarithmic slope of the counted solubility against its mean charge.
step = 100
log_rise = np.log(insertion_weights(acceptor_count + step).sum()
                  / insertion_weights(acceptor_count - step).sum())
log_x_rise = np.log(hole_ratio(acceptor_count + step, ni_count)
                    / hole_ratio(acceptor_count - step, ni_count))
slope = log_rise / log_x_rise
mean_charge = np.sum(charges * weights_p) / weights_p.sum()
assert abs(slope - mean_charge) < 0.01

# A finite population of single donors, which changes the carrier balance.
neutral_mean = 1000.0
plus_factor = 0.5 * np.exp(level_one)
a_single = 0.5 * np.exp(level_one - ei_kt)
ion_numbers = np.arange(3001)


def counted_population(acceptors):
    logs = np.array([log_host(acceptors - int(k)) for k in ion_numbers])
    logs += (ion_numbers * np.log(neutral_mean * plus_factor)
             - gammaln(ion_numbers + 1))
    probability = np.exp(logs - logsumexp(logs))
    return neutral_mean + np.sum(ion_numbers * probability)


feedback_counted = counted_population(acceptor_count) / counted_population(0)
x_fb = hole_ratio(acceptor_count, ni_count, a_single * neutral_mean)
x_fb0 = hole_ratio(0, ni_count, a_single * neutral_mean)
feedback_formula = (1 + a_single * x_fb) / (1 + a_single * x_fb0)
no_feedback = (1 + a_single * x_count) / (1 + a_single)
assert abs(feedback_counted / feedback_formula - 1) < 0.005
assert abs(feedback_counted / no_feedback - 1) > 0.02

# ---------------------------------------------------------------------
# Worked example: round model parameters, energies in eV.
# ---------------------------------------------------------------------
gap, donor_level, spin_ratio = 0.9, 0.40, 0.5
mass_c, mass_v = 1.2, 1.0
temperature, acceptors, neutral = 900.0, 1.0e19, 1.0e14


def semiconductor(temp):
    kt = const.k * temp / const.e
    unit = 2 * (2 * np.pi * const.m_e * const.k * temp
                / const.h**2)**1.5 * 1e-6
    nc, nv = unit * mass_c**1.5, unit * mass_v**1.5
    ni = np.sqrt(nc * nv) * np.exp(-gap / (2 * kt))
    ei = gap / 2 + 0.5 * kt * np.log(nv / nc)
    a = spin_ratio * np.exp((donor_level - ei) / kt)
    return kt, nc, nv, ni, ei, a


def enhancement(temp, doping):
    _, _, _, ni, _, a = semiconductor(temp)
    return (1 + a * hole_ratio(doping, ni)) / (1 + a)


kt, nc, nv, ni, ei, a = semiconductor(temperature)
x = hole_ratio(acceptors, ni)
fermi = ei - kt * np.log(x)
ratio = enhancement(temperature, acceptors)
total_i = neutral * (1 + a)
total_p = neutral * (1 + a * x)
charged_share = a * x / (1 + a * x)
assert 1 < ratio < x


# Carrier densities from the parabolic density of states and Fermi-Dirac law.
def band_density(mass, depth):
    """depth = (Fermi energy - band edge)/kT, counted into the band."""
    prefactor = (2 * mass * const.m_e * const.k * temperature
                 / const.hbar**2)**1.5 / (2 * np.pi**2) * 1e-6
    integral = quad(lambda s: 2 * s * s * expit(depth - s * s),
                    0, 8, epsabs=0, epsrel=1e-10)[0]
    return prefactor * integral


def fermi_dirac_level(doping):
    return brentq(lambda ef: band_density(mass_v, -ef / kt)
                  - band_density(mass_c, (ef - gap) / kt) - doping,
                  0.0, gap, xtol=1e-13)


def fermi_dirac_ratio(doping):
    def z_of(ef):
        return 1 + spin_ratio * np.exp((donor_level - ef) / kt)
    return z_of(fermi_dirac_level(doping)) / z_of(fermi_dirac_level(0.0))


ratio_fd = fermi_dirac_ratio(acceptors)
fd_shift = ratio_fd / ratio - 1
fd_estimate = charged_share * x * ni / (2**1.5 * nv)
assert abs(fermi_dirac_ratio(1e18) / enhancement(temperature, 1e18) - 1) < 0.005
assert abs(fd_shift - fd_estimate) < 0.003


# Feedback from ionized metal in the worked example.
def feedback_ratio(c0):
    xp = hole_ratio(acceptors, ni, a * c0)
    x0 = hole_ratio(0.0, ni, a * c0)
    return (1 + a * xp) / (1 + a * x0), xp, x0


ratio_dilute = feedback_ratio(neutral)[0]
large_neutral = 1.0e18
ratio_large, x_large, x0_large = feedback_ratio(large_neutral)
assert abs(ratio_dilute / ratio - 1) < 0.001
assert ratio_large < ratio

dopings = [1e17, 1e18, 1e19]
temperatures = [700.0, 900.0, 1100.0, 1300.0]
doping_series = [enhancement(temperature, d) for d in dopings]
temperature_series = [enhancement(t, acceptors) for t in temperatures]
assert np.all(np.diff(doping_series) > 0)
assert np.all(np.diff(temperature_series) < 0)

print("CLOSED-CRYSTAL COUNTING")
print(f"intrinsic carrier count: {ni_count:.1f}")
print(f"acceptor count: {acceptor_count}")
print(f"hole ratio x: {x_count:.4f}")
print(f"double donor, counted solubility ratio: {counted_ratio:.4f}")
print(f"double donor, formula ratio: {formula_ratio:.4f}")
print(f"logarithmic slope: {slope:.4f}")
print(f"counted mean charge: {mean_charge:.4f}")
print(f"single donors, mean neutral count: {neutral_mean:.0f}")
print(f"single donors, counted ratio: {feedback_counted:.4f}")
print(f"single donors, formula with feedback: {feedback_formula:.4f}")
print(f"single donors, formula without feedback: {no_feedback:.4f}")
print("WORKED EXAMPLE")
print(f"temperature: {temperature:.0f} K")
print(f"gap: {gap:.2f} eV; donor level: {donor_level:.2f} eV")
print(f"masses, conduction and valence: {mass_c:.1f}, {mass_v:.1f} m_e")
print(f"degeneracy ratio g_plus/g_neutral: {spin_ratio:.1f}")
print(f"acceptor concentration: {acceptors:.2e} cm^-3")
print(f"neutral metal concentration: {neutral:.2e} cm^-3")
print(f"kT: {kt:.5f} eV")
print(f"Nc: {nc:.4e} cm^-3")
print(f"Nv: {nv:.4e} cm^-3")
print(f"ni: {ni:.4e} cm^-3")
print(f"intrinsic level Ei: {ei:.4f} eV")
print(f"Fermi level in p-type material: {fermi:.4f} eV")
print(f"hole concentration p: {x * ni:.4e} cm^-3")
print(f"x = p/ni: {x:.3f}")
print(f"a: {a:.4f}")
print(f"Z intrinsic: {1 + a:.4f}; Z p-type: {1 + a * x:.4f}")
print(f"ionized metal, intrinsic: {neutral * a:.4e} cm^-3")
print(f"ionized metal, p-type: {neutral * a * x:.4e} cm^-3")
print(f"total metal, intrinsic: {total_i:.4e} cm^-3")
print(f"total metal, p-type: {total_p:.4e} cm^-3")
print(f"ionized share, intrinsic: {a / (1 + a):.4f}")
print(f"ionized share, p-type: {charged_share:.4f}")
print(f"solubility ratio R: {ratio:.4f}")
print(f"R with Fermi-Dirac carriers: {ratio_fd:.4f}")
print(f"Fermi-Dirac shift of R: {100 * fd_shift:.2f} percent")
print(f"first-order estimate of shift: {100 * fd_estimate:.2f} percent")
print(f"R with feedback, same neutral content: {ratio_dilute:.4f}")
print(f"larger neutral content: {large_neutral:.2e} cm^-3")
print(f"x and x0 at larger content: {x_large:.3f}, {x0_large:.4f}")
print(f"R with feedback, larger content: {ratio_large:.4f}")
for d, r in zip(dopings, doping_series):
    print(f"R at {temperature:.0f} K, NA = {d:.0e} cm^-3: {r:.4f}")
for t, r in zip(temperatures, temperature_series):
    print(f"R at {t:.0f} K, NA = {acceptors:.0e} cm^-3: {r:.4f}")
print("verified")
```

Printed output:

```
CLOSED-CRYSTAL COUNTING
intrinsic carrier count: 2877.5
acceptor count: 11000
hole ratio x: 4.0686
double donor, counted solubility ratio: 4.3839
double donor, formula ratio: 4.3776
logarithmic slope: 1.3002
counted mean charge: 1.2986
single donors, mean neutral count: 1000
single donors, counted ratio: 1.9051
single donors, formula with feedback: 1.9041
single donors, formula without feedback: 2.0549
WORKED EXAMPLE
temperature: 900 K
gap: 0.90 eV; donor level: 0.40 eV
masses, conduction and valence: 1.2, 1.0 m_e
degeneracy ratio g_plus/g_neutral: 0.5
acceptor concentration: 1.00e+19 cm^-3
neutral metal concentration: 1.00e+14 cm^-3
kT: 0.07756 eV
Nc: 1.7141e+20 cm^-3
Nv: 1.3039e+20 cm^-3
ni: 4.5160e+17 cm^-3
intrinsic level Ei: 0.4394 eV
Fermi level in p-type material: 0.1990 eV
hole concentration p: 1.0020e+19 cm^-3
x = p/ni: 22.189
a: 0.3009
Z intrinsic: 1.3009; Z p-type: 7.6758
ionized metal, intrinsic: 3.0086e+13 cm^-3
ionized metal, p-type: 6.6758e+14 cm^-3
total metal, intrinsic: 1.3009e+14 cm^-3
total metal, p-type: 7.6758e+14 cm^-3
ionized share, intrinsic: 0.2313
ionized share, p-type: 0.8697
solubility ratio R: 5.9005
R with Fermi-Dirac carriers: 6.0412
Fermi-Dirac shift of R: 2.38 percent
first-order estimate of shift: 2.36 percent
R with feedback, same neutral content: 5.9002
larger neutral content: 1.00e+18 cm^-3
x and x0 at larger content: 13.335, 0.7747
R with feedback, larger content: 4.0646
R at 900 K, NA = 1e+17 cm^-3: 1.0270
R at 900 K, NA = 1e+18 cm^-3: 1.3698
R at 900 K, NA = 1e+19 cm^-3: 5.9005
R at 700 K, NA = 1e+19 cm^-3: 34.7096
R at 900 K, NA = 1e+19 cm^-3: 5.9005
R at 1100 K, NA = 1e+19 cm^-3: 2.2327
R at 1300 K, NA = 1e+19 cm^-3: 1.4118
verified
```
